# How far smearing rounds a Kohn anomaly, and the k-grid it needs

**Question.** The phonons of a metal are computed with Gaussian smearing of width $\sigma$. Over what range of wavevector does the smearing round a Kohn anomaly, what k-grid does it call for, and how do these demands compare with those of the total energy?

## The model

Take free electrons in one dimension, spin included, with $\varepsilon_k=k^2/2$ in Hartree atomic units ($\hbar=m=1$). Then $v_F=k_F$ and $E_F=k_F^2/2$. This is the case of a strong anomaly, in which the whole Fermi surface is nested by $q=2k_F$. A spherical surface in three dimensions is treated at the end.

The smearing function and the occupation it produces are

$$\delta_\sigma(x)=\frac{e^{-x^2/\sigma^2}}{\sigma\sqrt\pi},\qquad f(\varepsilon)=\int dx\,\delta_\sigma(x)\,\theta(\mu+x-\varepsilon)=\tfrac12\,\mathrm{erfc}\frac{\varepsilon-\mu}{\sigma}.$$

A smeared occupation is thus an average of sharp steps over Fermi levels $\mu+x$, with $\langle x^2\rangle=\sigma^2/2$. We set $\mu=E_F$. The grand potential per length that belongs to $f$ is

$$\mathcal G=2\int\frac{dk}{2\pi}\,g(\varepsilon_k),\qquad g(\varepsilon)=-\int_\varepsilon^\infty f(\varepsilon')\,d\varepsilon',\qquad g'=f.$$

A lattice wave presents the electrons with a potential $2V\cos qx$, which couples $k$ to $k\pm q$ with matrix element $V$. The second-order level shift is $V^2/(\varepsilon_k-\varepsilon_{k+q})+V^2/(\varepsilon_k-\varepsilon_{k-q})$. Since $g'=f$, each shift enters $\mathcal G$ with weight $f_k$. Replacing $k$ by $k+q$ in the second term gives

$$\Delta\mathcal G=-\Pi(q)V^2,\qquad \Pi(q)=2\int\frac{dk}{2\pi}\,\frac{f_k-f_{k+q}}{\varepsilon_{k+q}-\varepsilon_k}.$$

Nearly degenerate pairs do no harm if $V\ll\sigma$. Two levels $a,b$ with half-difference $\Delta=(b-a)/2$ move to $\frac{a+b}2\pm\sqrt{\Delta^2+V^2}$. The sum of $g$ over the pair changes by $V^2(f_b-f_a)/(b-a)$, which stays finite as $b\to a$.

$V$ is proportional to the lattice displacement, so $\Delta\mathcal G$ lowers the force constant. With a constant coupling,

$$\omega^2(q)=\omega_b^2\left[1-\lambda\,\frac{\Pi(q)}{N_0}\right],\qquad N_0=\frac{2}{\pi v_F}.$$

Here $\omega_b$ is the bare phonon energy, $\lambda$ a dimensionless coupling and $N_0$ the density of states per length at $E_F$. The electrons do not screen the potential self-consistently. A full density functional perturbation calculation includes that screening and matrix elements that depend on $k$ and $q$; the estimates below isolate the effect of the Fermi edge.

## How wide is the rounding?

Start with sharp occupations. Separating the two terms of $\Pi$, shifting $k$ in the second and then reversing its sign shows that they are equal as principal values. With $\varepsilon_{k+q}-\varepsilon_k=q(k+q/2)$,

$$\Pi_0(q)=\frac{2}{\pi q}\,P\!\!\int_{-k_F}^{k_F}\frac{dk}{k+q/2}=\frac{2}{\pi q}\ln\left|\frac{q+2k_F}{q-2k_F}\right|.$$

At $q=2k_F+d$ with $|d|\ll k_F$ this is $\Pi_0\simeq(\pi v_F)^{-1}\ln(4k_F/|d|)$, a logarithmic divergence.

Because $\Pi$ is linear in $f$, the smeared response is the average of $\Pi_0$ over Fermi levels $\mu+x$. A shift $x$ moves the Fermi momentum by $x/v_F$, and hence the singularity by $2x/v_F$. Write $x=\sigma t$, so that $t$ has weight $e^{-t^2}/\sqrt\pi$, and define

$$w=\frac{\sigma}{\hbar v_F}.$$

To leading order in $w/k_F$ and $d/k_F$,

$$\Pi_\sigma(2k_F+d)=\frac{1}{\pi v_F}\Big[\ln 4k_F-\big\langle\ln|d-2wt|\big\rangle\Big].$$

The energy spread $\sigma$ has become a spread of order $w$ in $q$. To find the numerical factor, differentiate with respect to $d$ and set $z=d/2w$:

$$\frac{d\Pi_\sigma}{dq}=-\frac{I(z)}{2\pi v_Fw},\qquad I(z)=P\!\!\int\frac{dt}{\sqrt\pi}\,\frac{e^{-t^2}}{z-t}.$$

With $s=z-t$, the integral is $I=P\!\int ds\,e^{-(z-s)^2}/(\sqrt\pi\,s)$. Differentiating it brings down $-2(z-s)$, so $I'=2-2zI$, and $I(0)=0$ by symmetry. Dawson's function $D(z)=e^{-z^2}\int_0^z e^{s^2}ds$ obeys $D'=1-2zD$ with $D(0)=0$. Therefore $I=2D$ and

$$\frac{d\Pi_\sigma}{dq}=-\frac{1}{\pi v_Fw}\,D\!\left(\frac{d}{2w}\right).$$

The slope, infinite at $2k_F$ for sharp occupations, now vanishes there to this order; the neglected terms leave a finite slope, small compared with its steepest value. It is steepest where $D'=0$, at $z=0.924$, which means

$$d=\pm1.85\,w.$$

The number 1.85 belongs to Gaussian smearing with this definition of $\sigma$.

## How large is the error at and near the anomaly?

**At $2k_F$.** We need $\langle\ln|t|\rangle$. From $\langle|t|^p\rangle=\Gamma(\frac{1+p}2)/\sqrt\pi$, the derivative at $p=0$ is $\frac12\psi(\frac12)=-\frac\gamma2-\ln2$, with $\gamma=0.577$ Euler's constant. Hence $\langle\ln|2wt|\rangle=\ln w-\gamma/2$. Since $4k_F/w=4k_Fv_F/\sigma=8E_F/\sigma$,

$$\Pi_\sigma(2k_F)=\frac{1}{\pi v_F}\left[\ln\frac{8E_F}{\sigma}+\frac\gamma2\right].$$

Each halving of $\sigma$ lowers $\omega^2/\omega_b^2$ by the same amount, $\frac\lambda2\ln2$. There is no value to converge to. In this model $\omega^2$ reaches zero when the square bracket equals $2/\lambda$, at $\sigma_c=8E_F\,e^{\gamma/2-2/\lambda}$. Below $\sigma_c$ the undistorted chain is unstable, and a larger smearing hides this.

**Beside $2k_F$.** For $w\ll|d|\ll k_F$ a sharp limit exists. Expand $\ln|1-2wt/d|$ in $t$; the linear term averages to zero, and $\langle t^2\rangle=\frac12$ gives

$$\left\langle\ln\left|1-\frac{2wt}{d}\right|\right\rangle\simeq-\frac12\,\frac{4w^2}{d^2}\,\frac12=-\frac{w^2}{d^2},\qquad \Pi_\sigma-\Pi_0\simeq\frac{1}{\pi v_F}\,\frac{w^2}{d^2}.$$

The response is too large, so the phonon is slightly too soft. Using $\delta(\omega^2)=2\omega\,\delta\omega$ and $1/(\pi v_F)=N_0/2$,

$$\delta\omega\simeq-\frac{\lambda\,\omega_b^2}{4\,\omega}\left(\frac wd\right)^2 .$$

**The energy.** The function $g$ is linear in $f$, so $\mathcal G$ is averaged over Fermi levels too. With $\mathcal G_0'(\mu)=-n$ and $\mathcal G_0''=-N_0$, where $n=2k_F/\pi$ is the electron density,

$$\delta\mathcal G\simeq-\frac{N_0}{2}\langle x^2\rangle=-\frac{N_0\sigma^2}{4}.$$

At fixed electron number the free energy is $F=\mathcal G+\mu n$, taken where it is stationary in $\mu$. Its first-order change therefore equals $\delta\mathcal G$ at fixed $\mu$. Dividing by $n$, with $N_0/n=1/(k_Fv_F)=1/(2E_F)$,

$$\delta\left(\frac Fn\right)\simeq-\frac{\sigma^2}{8E_F}.$$

The sharp energy per electron is $E_F/3$ and $\sigma/E_F=2w/k_F$, so the relative bias is $\frac38(\sigma/E_F)^2=\frac32(w/k_F)^2$ in size. Both biases are quadratic in $\sigma$, but the energy compares $w$ with $k_F$, while the phonon compares it with the distance $d$ to the anomaly.

## What k-grid does this require?

For grid points $h(j+s)$, with spacing $h$ and shift $s$, Poisson summation reads

$$h\sum_jA\big(h(j+s)\big)=\sum_m e^{2\pi ims}\hat A\!\left(\frac{2\pi m}{h}\right),\qquad \hat A(R)=\int dk\,A(k)\,e^{-iRk}.$$

The term $m=0$ is the wanted integral and the rest is the grid error. Let $k_F$ be a multiple of $h$, so that $e^{\pm iRk_F}=1$ for every $R=2\pi m/h$. Linearize the band at the Fermi points.

**Energy.** Here $A=g(\varepsilon_k)$ and $A''=f'(\varepsilon_k)\,k^2+f$. The transform of $f$ is proportional to $\sin Rk_F$ and vanishes on this grid. For the same reason the grid leaves the electron number unchanged at this order. In the other term $f'=-\delta_\sigma(\varepsilon_k-E_F)$. Two integrations by parts give $\hat A=-\widehat{A''}/R^2$, so each Fermi point contributes

$$\frac{v_F^2}{R^2}\int d\kappa\,\delta_\sigma(v_F\kappa)\,e^{-iR\kappa}=\frac{v_F}{R^2}\,e^{-R^2w^2/4}.$$

Two Fermi points, two signs of $m$ and the prefactor $2/(2\pi)$ give

$$\delta\mathcal G_h=\frac{v_Fh^2}{\pi^3}\sum_{m\ge1}\frac{\cos2\pi ms}{m^2}\,e^{-(\pi mw/h)^2}.$$

**Phonon at $2k_F$.** Put $k=-k_F+\kappa$. The energy difference is $2v_F\kappa$. The occupations are $\frac12\mathrm{erfc}(-\kappa/w)$ at $k$ and $\frac12\mathrm{erfc}(\kappa/w)$ at $k+q$, so their difference is $\mathrm{erf}(\kappa/w)$, and the integrand is $\mathrm{erf}(\kappa/w)/(2v_F\kappa)$. To transform it, write

$$\frac{\mathrm{erf}(\kappa/w)}{\kappa}=\frac{2}{\sqrt\pi}\int_0^{1/w}\!ds\,e^{-\kappa^2s^2}.$$

The transform of the Gaussian is $(\sqrt\pi/s)\,e^{-R^2/4s^2}$. With $y=R^2/4s^2$ and $ds/s=-dy/2y$, the result is

$$2\int_0^{1/w}\frac{ds}{s}\,e^{-R^2/4s^2}=\int_{R^2w^2/4}^\infty\frac{e^{-y}}{y}\,dy=E_1\!\left(\frac{R^2w^2}{4}\right).$$

The remaining Fermi edges, at $k=k_F$ and $k=-3k_F$, are steps of equal height and opposite sense whose leading contributions cancel on this grid. Hence

$$\delta\Pi_h=\frac{1}{\pi v_F}\sum_{m\ge1}\cos(2\pi ms)\,E_1\!\left(\frac{\pi^2m^2w^2}{h^2}\right).$$

Both errors are cut off by the ratio $w/h$: the spacing has to be of order $w$ for the exponentials to act. The difference lies in what happens when they do not. The energy error still carries $h^2$. For sharp occupations and $s=0$, the sum $\sum m^{-2}=\pi^2/6$ gives an error per electron of

$$\frac{v_Fh^2}{6\pi n}=\frac{h^2}{12},$$

which is finite and falls with $h$. The phonon error has no such factor and grows without limit when $w\ll h$. For $s=0$ the grid point at $\kappa=0$, where the integrand is $1/(\sqrt\pi\,v_Fw)$, makes the error grow as $h/(\sqrt\pi\,w)$ in units of $1/(\pi v_F)$.

These formulas assume $w\ll k_F$. They are tested from $h=4w$ down to $h=2w$; on finer grids the neglected band curvature begins to alter the errors, which are by then small.

## Numbers for a model metal

Take the round parameters $k_F=0.8$ bohr$^{-1}$, so $E_F=0.32$ hartree, with $\lambda=0.2$, $\omega_b=20$ meV and $\sigma=0.01$ hartree (272 meV). Then $w=0.01/0.8=0.0125$ bohr$^{-1}$, and the steepest points lie $1.85\,w=0.023$ bohr$^{-1}$ from $2k_F$.

At $2k_F$, $8E_F/\sigma=256$ and

$$\frac{\Pi_\sigma}{N_0}=\tfrac12(5.545+0.289)=2.917,\qquad \omega=20\sqrt{1-0.2\times2.917}=12.9\ \text{meV}.$$

The energy bias is $-(0.01)^2/2.56=-3.9\times10^{-5}$ hartree, or $-1.06$ meV per electron. Reducing $\sigma$ gives:

| $\sigma$ (hartree) | $\omega(2k_F)$ (meV) | energy bias (meV per electron) |
|---|---|---|
| 0.02 | 13.9 | −4.25 |
| 0.01 | 12.9 | −1.06 |
| 0.005 | 11.8 | −0.27 |
| 0.0025 | 10.5 | −0.07 |

The energy settles while the phonon keeps falling by more than 1 meV per halving. The instability lies at $\sigma_c=1.6\times10^{-4}$ hartree.

**Grid errors at one smearing.** At $\sigma=0.01$ hartree and $h=2w$ on the unshifted grid, the energy error is 0.073 meV per electron and the phonon error at $2k_F$ is −0.040 meV. In meV they are similar. Relative to the energy per electron, $E_F/3\simeq2900$ meV, the first is $2.5\times10^{-5}$; relative to 12.9 meV the second is $3\times10^{-3}$. At $h=w$ both are about $10^{-5}$ meV. Thus at a fixed, generous smearing the phonon does not need a vastly finer grid. The large difference appears once the smearing itself must be reduced.

**Settings for a stated accuracy.** Ask for 1 meV per electron in the energy and 0.2 meV in a phonon, applied separately to smearing bias and grid error. Let $N=k_F/h$, and choose the smallest $N$ for which that grid and all finer ones tried, down to $h\simeq w$, pass for eight grid shifts.

| Quantity | $\sigma$ (hartree) | $N$ |
|---|---|---|
| total energy | 0.0097 | 20 |
| phonon at $2k_F+0.01k_F$ | 0.0019 | 103 |
| phonon at $2k_F+0.005k_F$ | 0.00092 | 210 |

The smearing in the second row can be checked by hand. The sharp phonon energy there is 12.7 meV, so the leading bias is $0.2\times400/(4\times12.7)\,(w/d)^2=1.57\,(w/d)^2$ meV. The program's full solution has $w/d=0.30$, for which this gives 0.14 meV. The next term of the expansion multiplies $\langle t^4\rangle=\frac34$ and adds $3(w/d)^4$ to $(w/d)^2$, which raises the bias to 0.18 meV, close to the 0.2 meV imposed.

In the two phonon rows $h$ is $3.2\,w$ and $3.3\,w$, so the phonon grid follows the smearing; this ratio depends on the phonon tolerance and is smaller for a tighter one. The ratio $3.3$ in the energy row has its own origin. The bias per electron is $\sigma^2/8E_F=w^2/4$, and the grid error per electron for $s=0$ is $\delta\mathcal G_h/n=(h^2/2\pi^2)\sum_m m^{-2}e^{-(\pi mw/h)^2}$. Holding both to one tolerance fixes $h/w\simeq3.4$ whatever that tolerance is, up to rounding $N$ to an integer. That the two ratios agree here is an accident of the phonon tolerance chosen. Halving $d$ roughly halves $\sigma$ and doubles $N$. The energy does not behave in this way. At the two smaller smearings it needs only $N=32$ and $N=35$, because its error is limited by $h^2/12$. Setting $h^2/12$ equal to 1 meV ($3.7\times10^{-5}$ hartree) gives $h=0.021$ bohr$^{-1}$, or $N\simeq38$, even for sharp occupations.

On these grids the phonon beside the anomaly thus needs 5 or 10 times as many points along the nesting direction as the energy does at its own smearing. These counts rest on $k_F$ being a multiple of $h$, which keeps the Fermi level at $E_F$. If $k_F/h$ is not an integer and the electron number is held fixed, the grid moves the Fermi level and the singularity with it. On unshifted and half-shifted grids the phonon error near $k_F/h=103$ and $210$ then reaches 0.5 and 0.6 meV. The tolerance requires $k_F/h\simeq135$ and $280$, or $h\simeq2.5\,w$, while the energy still needs about 20, so the factors become about 7 and 14. If a three-dimensional grid were refined equally in all directions, a factor of 5.15 would become $5.15^3\simeq140$ in the number of points.

## Does this hold for every phonon?

No. With the energy-converged settings ($\sigma=0.0097$ hartree, $N=20$), the largest error over the eight shifts is 0.002 meV for the phonon at $q=k_F$. Part of this smallness comes from $q$ being a multiple of $h$: the integrand has steps of height $J_{1,2}=1/[q(k_F\mp q/2)]$ at $\pm k_F$ and $\pm k_F-q$, and they cancel in pairs. For a nearby $q$ halfway between multiples of $h$ they add instead. A step $J$ at $a$ has transform $Je^{-iRa}e^{-R^2w^2/4}/iR$, so the $m=\pm1$ terms give at most $4(J_1+J_2)e^{-R^2w^2/4}/(\pi R)$ in $\Pi$, about 0.04 meV in the phonon. The bound is reached at $s=\frac14$; for $s=0$ and $s=\frac12$ these terms vanish at such $q$. This is still inside the tolerance. At $q=2.01\,k_F$ the total error is 0.6 meV, about 5% of the sharp value. The need for a small smearing belongs to the neighbourhood of the anomaly. The grid error has a second sensitive region: $J_{1,2}$ grow as $1/q$, so for small $q$ that is not a multiple of $h$ the error can exceed the tolerance. For the worst shift the formula gives about 1.2 meV at $q=h/2$ and 0.23 meV at $q=2.5\,h$; on the unshifted grid errors of this size appear at $q=h/4$ and $q=1.25\,h$. For $q\ll h$ the steps nearly cancel in pairs and the growth stops at about 2 meV.

It also depends on how strong the anomaly is. For a spherical Fermi surface in three dimensions, the angular integration and then the radial one up to a sharp Fermi momentum $K$ give

$$\Pi_0=\frac1{\pi^2q}\int_0^K\!k\ln\left|\frac{q+2k}{q-2k}\right|dk=\frac{1}{\pi^2}\left[\frac K2+\frac{4K^2-q^2}{8q}L\right],\qquad L=\ln\left|\frac{q+2K}{q-2K}\right|.$$

Differentiating the bracket with respect to $K$ and multiplying by $q$ returns the integrand. At a Fermi level $E_F+x$, $K^2=k_F^2+2x$. At $q=2k_F$ the second term in the bracket is therefore $xL/(2k_F)$, with $L=2\ln(K+k_F)-\ln|2x|$. The product $x\ln|2x|$ is odd and averages to zero. To second order in $x$,

$$\frac{\langle K\rangle-k_F}{2}=-\frac{\sigma^2}{8k_F^3},\qquad \frac{\langle2x\ln(K+k_F)\rangle}{2k_F}=\frac{\sigma^2}{4k_F^3}.$$

Their sum is $\sigma^2/(8k_F^3)$. Relative to the sharp value $k_F/2$ of the bracket, this is $\frac14(w/k_F)^2$, or $6\times10^{-5}$ at $\sigma=0.01$ hartree. This is at fixed $\mu=E_F$. At fixed electron number $\mu$ moves by $-\sigma^2/8E_F$, and the bracket changes with $\mu$ at the rate $\langle L\rangle/2k_F$, where $\langle L\rangle=\ln(8E_F/\sigma)+\gamma/2$ as in one dimension. The relative shift becomes $\frac14(w/k_F)^2\left[1-\ln(8E_F/\sigma)-\gamma/2\right]$, or $-3\times10^{-4}$ at $\sigma=0.01$ hartree. The value at $2k_F$ thus converges as $\sigma^2$ up to a logarithm, nearly as fast as the energy.

The slope does not. Near $K=q/2$, the derivative of $(4K^2-q^2)/8q$ is $-\frac14$, and the derivative of $L$ times its prefactor is $K/2q\to\frac14$. The slope is therefore $(1-L)/4\pi^2$. Averaging $L$ as in one dimension,

$$\frac{d\Pi_\sigma}{dq}\bigg|_{2k_F}=-\frac{1}{4\pi^2}\left[\ln\frac{8E_F}{\sigma}+\frac\gamma2-1\right].$$

It changes from −0.122 to −0.140 atomic units when $\sigma$ is halved from 0.01 to 0.005 hartree. For a sphere, then, smearing hardly moves the phonon energy at $2k_F$, but it controls how sharp the kink in the dispersion looks.

The numerical check compares most of these formulas with direct k-sums, quadrature and a frozen-potential diagonalization.

## Computed results

```
kF = vF = 0.800 a.u.; EF = 0.3200 hartree
lambda = 0.20; bare phonon = 20.0 meV
sigma = 0.0100 hartree = 272.1 meV
w = sigma/vF = 0.01250 bohr^-1 = 0.01562 kF
Pi(2kF): frozen potential 2.3211, response sum 2.3212 a.u.
predicted steepest points: 2kF +- 1.848 w
  sigma 0.0100 hartree: found at +-0.02312 bohr^-1 = 1.850 w
  sigma 0.0025 hartree: found at +-0.00578 bohr^-1 = 1.850 w
sigma (hartree), phonon at 2kF (meV), energy bias (meV/electron):
  0.0200  13.942  -4.2528
  0.0100  12.909  -1.0630
  0.0050  11.787  -0.2657
  0.0025  10.545  -0.0664
instability of the model below sigma = 1.551e-04 hartree
grid at sigma = 0.01 hartree, unshifted, kF = n h:
n, h/w, energy error (meV/electron), error of phonon at 2kF (meV):
  16  4.00  1.93e+00  -7.43e-01
  21  3.05  6.99e-01  -3.15e-01
  32  2.00  7.31e-02  -4.04e-02
  64  1.00  1.02e-05  -6.84e-06
tolerances: energy 1.0 meV/electron, phonon 0.2 meV
energy: sigma = 0.00970 hartree, n = 20, h = 0.04000 bohr^-1
phonon at 2kF + 0.010 kF: sharp value 12.706 meV
  sigma = 0.001926 hartree, w/d = 0.301
  n = 103, h = 0.007767 bohr^-1, n/n(energy) = 5.15
  energy grid at this same sigma: n = 32
phonon at 2kF + 0.005 kF: sharp value 11.543 meV
  sigma = 0.000919 hartree, w/d = 0.287
  n = 210, h = 0.003810 bohr^-1, n/n(energy) = 10.50
  energy grid at this same sigma: n = 35
largest phonon error with the energy-converged settings:
  q = kF: 0.0017 meV;  q = 2.01 kF: 0.624 meV
3D sphere: sigma (hartree), slope at 2kF (a.u.), relative value shift:
  0.0100  -0.12244  6.104e-05
  0.0050  -0.13999  1.526e-05
```
